\section*{Optimal metal coupling for gap states at a chain's end}

\section{Problem}

A semi-infinite chain has sites $n=1,2,3,\dots$ with spacing $a$. Neighbouring sites are joined by a real hopping $t>0$, and the site energies alternate as $+\Delta,-\Delta,+\Delta,\dots$, starting with $+\Delta$ at the end site $n=1$. The infinite chain has bands $E=\pm\sqrt{\Delta^2+4t^2\cos^2 ka}$, so there is a gap for $|E|<\Delta$.

A metal touches site 1 only. Its levels $\varepsilon_k$ couple to that site through real matrix elements $V_k$, with
\begin{equation}
\sum_k V_k^2\,\delta(E-\varepsilon_k)=V^2\rho_m ,\qquad \gamma\equiv\pi V^2\rho_m .
\end{equation}
Here $V$ is the hopping to the metal orbital at the contact and $\rho_m$ is that orbital's density of states. The metal band is flat and very wide. Electrons are independent, and densities are per spin.

Keep the energy $E$ in the gap, the chain and $\rho_m$ fixed, and vary $V$. Which coupling gives the largest density of states $\rho_1(E)$ on the end site, and what happens beyond it? Evaluate the answer at midgap for $\Delta=0.55$ eV, $t=0.70$ eV and $a=0.24$ nm.

\section{A tempting solution}

The isolated chain has no states at $E$, so any density there must leak in from the metal. Let $g(E)$ be the end-site Green function of the isolated chain, and write $D=1/g$, which is real in the gap. To first order in the coupling, a metal state $k$ has amplitude $gV_k$ on the end site. Summing the squares gives
\begin{equation}
\rho_1^{\rm first}(E)=\sum_k g^2V_k^2\,\delta(E-\varepsilon_k)=\frac{\gamma}{\pi D^2}.
\label{wrong}
\end{equation}
This grows as $V^2$ without limit. The conclusion would be that there is no optimum, and that a stronger contact always puts more gap states on the end site.

\section{Where it fails}

Write the Schr\"odinger equation at energy $E$ without assuming weak coupling. Let $\psi_n$ be the chain amplitudes and $c_k$ those of the metal levels. The chain responds linearly to whatever drives its end:
\begin{equation}
D\psi_1=\phi,\qquad \phi=\sum_kV_kc_k .
\label{drive}
\end{equation}
The metal amplitudes consist of an incoming part $c_k^0$ and a part emitted by the end site:
\begin{equation}
c_k=c_k^0+\frac{V_k\psi_1}{E-\varepsilon_k+i0}.
\end{equation}
The term $+i0$ selects outgoing waves. Multiply by $V_k$ and sum, with $\phi_0=\sum_kV_kc_k^0$:
\begin{equation}
\phi=\phi_0+\psi_1\sum_k\frac{V_k^2}{E-\varepsilon_k+i0}.
\end{equation}
Since $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$, the imaginary part of the sum is $-\pi V^2\rho_m=-\gamma$. For a flat band from $-W$ to $W$ the real part is $V^2\rho_m\ln[(W+E)/(W-E)]$, which vanishes for $W\gg|E|$. Hence
\begin{equation}
\phi=\phi_0-i\gamma\psi_1 .
\label{back}
\end{equation}
The tempting solution set $\phi=\phi_0$. It omitted the wave that the end site sends back into the metal, which changes the very amplitude that drives the chain. The omission is harmless only when $\gamma\ll|D|$.

\section{The optimum}

Insert (\ref{back}) into (\ref{drive}):
\begin{equation}
(D+i\gamma)\psi_1=\phi_0,\qquad \psi_1=\frac{\phi_0}{D+i\gamma}.
\end{equation}
The incoming states together supply $\sum|\phi_0|^2\delta(E-\varepsilon_k)=V^2\rho_m=\gamma/\pi$. Therefore
\begin{equation}
\rho_1(E)=\frac1\pi\,\frac{\gamma}{D^2+\gamma^2}.
\label{rho}
\end{equation}
The numerator measures how strongly the metal feeds the site, and the denominator contains the back-action. Because $D$ does not depend on $\gamma$,
\begin{equation}
\frac{d\rho_1}{d\gamma}
=\frac{(D^2+\gamma^2)-2\gamma^2}{\pi(D^2+\gamma^2)^2}
=\frac{D^2-\gamma^2}{\pi(D^2+\gamma^2)^2}.
\end{equation}
For finite, nonzero $D$ the density rises while $\gamma<|D|$ and falls for every $\gamma>|D|$. The unique maximum is at
\begin{equation}
\gamma^*=|D|,\qquad V^*=\sqrt{\frac{|D|}{\pi\rho_m}},\qquad
\rho_{\max}=\frac{1}{2\pi|D|}.
\label{opt}
\end{equation}
The full level width is $\Gamma=2\gamma$, so $\Gamma^*=2|D|$. With $x=\gamma/\gamma^*$,
\begin{equation}
\frac{\rho_1}{\rho_{\max}}=\frac{2x}{1+x^2}.
\label{x}
\end{equation}
This is unchanged by $x\to1/x$: a value of $\gamma$ four times too large gives the same end density as one four times too small. Since $\gamma\propto V^2$, these are factors of two in $V$. For $x\ll1$ we recover (\ref{wrong}); for $x\gg1$ the density tends to $1/(\pi\gamma)$. The ratio of (\ref{wrong}) to (\ref{rho}) is $1+x^2$, so the tempting result is already twice too large at the optimum.

\section{The chain's response}

It remains to find $D$. Let $g_A=1/D$ be the end Green function of a chain starting on a $+\Delta$ site, and $g_B$ that of a chain starting on a $-\Delta$ site. The equation for site 1 is $(E-\Delta)\psi_1-t\psi_2=\phi$. The remaining chain is driven by $t\psi_1$, so $\psi_2=g_Bt\psi_1$. The same argument one site further on gives the second relation:
\begin{equation}
D=E-\Delta-t^2g_B,\qquad \frac1{g_B}=E+\Delta-\frac{t^2}{D}.
\label{rec}
\end{equation}
The second relation means $g_B=D/[(E+\Delta)D-t^2]$. Substitute this in the first and multiply by the denominator:
\begin{equation}
(E+\Delta)D^2-t^2D=(E^2-\Delta^2)D-(E-\Delta)t^2-t^2D .
\end{equation}
The terms $-t^2D$ cancel. Division by $\Delta+E>0$ gives
\begin{equation}
D^2+(\Delta-E)D-t^2\,\frac{\Delta-E}{\Delta+E}=0 .
\end{equation}
Its discriminant is $(\Delta-E)^2s^2$, where
\begin{equation}
s=\sqrt{1+\frac{4t^2}{\Delta^2-E^2}}>1,
\end{equation}
and the roots are $D=-\tfrac12(\Delta-E)(1\pm s)$.

The wave must decay into the chain. Over two sites its amplitude changes by
\begin{equation}
\frac{\psi_3}{\psi_1}=t^2g_Ag_B=\frac{E-\Delta-D}{D}
=-1-\frac{\Delta-E}{D}.
\end{equation}
The upper sign gives $-(s-1)/(s+1)$, which decays; the lower sign gives the inverse, which grows. Thus $D$ is negative, and
\begin{equation}
\gamma^*(E)=\frac{\Delta-E}{2}\left[1+\sqrt{1+\frac{4t^2}{\Delta^2-E^2}}\right].
\label{gstar}
\end{equation}
At midgap this becomes
\begin{equation}
\gamma^*(0)=\frac{\Delta+\sqrt{\Delta^2+4t^2}}2 .
\label{mid}
\end{equation}
It tends to $\Delta$ for $t\ll\Delta$, where the end site is nearly a single level at distance $\Delta$. For $t\gg\Delta$ it tends to $t+\Delta/2$: the metal must then compete with the hopping into the chain.

The optimum depends on the energy. Taking the prefactor in (\ref{gstar}) inside the root gives $(\Delta-E)^2+4t^2(\Delta-E)/(\Delta+E)$, and every term falls as $E$ rises. So $\gamma^*$ falls steadily from the lower band edge, where it diverges, to the upper edge, where it vanishes. If the chain starts with $-\Delta$ instead, replace $E$ by $-E$ in (\ref{gstar}).

\section{Deeper sites}

Could the density lost from site 1 simply move to site 2? At the same energy it does not. The ratios $\psi_n/\psi_1$ follow from the chain alone, so every site's density is $\rho_1$ times a factor independent of $\gamma$. For finite, nonzero $D$, all sites with nonzero density share the same optimum.

Define $\kappa$ by $|\psi_3/\psi_1|=e^{-2\kappa a}=(s-1)/(s+1)$. Then $\tanh\kappa a=1/s$, and
\begin{equation}
\sinh\kappa a=\frac1{\sqrt{s^2-1}}=\frac{\sqrt{\Delta^2-E^2}}{2t}.
\end{equation}
The coupling changes how much density enters, but not how far it reaches.

For $\gamma\to\infty$ the end site belongs to the metal. Seen from site 2, it adds a self-energy $t^2/(E-\Delta+i\gamma)$, which vanishes. What remains is a nearly isolated chain starting at site 2. The end-site density integrated over all energies stays equal to one, by completeness; strong coupling spreads it over a wide energy range.

\section{Numbers at midgap}

From (\ref{mid}),
\begin{equation}
\gamma^*=\frac{0.55+\sqrt{0.55^2+4(0.70)^2}}2\ \mathrm{eV}=1.027\ \mathrm{eV}.
\end{equation}
The full width is $\Gamma^*=2.05$ eV, and
\begin{equation}
\rho_{\max}=\frac1{2\pi(1.027\ \mathrm{eV})}=0.155\ \mathrm{eV}^{-1}.
\end{equation}
Equation (\ref{x}) then gives, at fixed $E=0$:
\begin{center}
\begin{tabular}{cccc}
$\gamma/\gamma^*$ & $\gamma$ (eV) & $\rho_1$ (eV$^{-1}$) & $\rho_1/\rho_{\max}$\\
0.25 & 0.257 & 0.073 & 0.47\\
0.5 & 0.514 & 0.124 & 0.80\\
1 & 1.027 & 0.155 & 1.00\\
2 & 2.054 & 0.124 & 0.80\\
4 & 4.108 & 0.073 & 0.47
\end{tabular}
\end{center}
The maximum is broad: a factor of two in $\gamma$ costs 20\%. In the last row the tempting formula is too large by a factor $1+4^2=17$.

The decay constant follows from $\sinh\kappa a=0.55/1.40$, so $\kappa a=0.383$ and the density decay length is $1/(2\kappa)=0.31$ nm. At midgap $g_B=-g_A$, by (\ref{rec}) and its mirror symmetry. Each step inward therefore multiplies the density by $e^{-2\kappa a}=0.4645$. The sum over all sites is $\rho_1/(1-0.4645)=1.867\,\rho_1$, or $0.289$ eV$^{-1}$ at the optimum.

At $E=-0.30$ eV the optimum is $\gamma^*=1.78$ eV, and at $E=+0.30$ eV it is $0.525$ eV. Raising $\gamma$ a little above $1.027$ eV thus lowers the density at midgap and at $+0.30$ eV, but raises it at $-0.30$ eV. Numerical integration of (\ref{rho}) over the whole gap gives end-site weights of 0.199, 0.175 and 0.075 for $\gamma=0.257$, $1.027$ and $4.108$ eV. The integrated weight is already smaller at the midgap optimum than at a quarter of it. Between these two couplings, losses in the upper part of the gap outweigh the gains elsewhere. A midgap optimum is not an optimum for the whole gap.

\section{When there is no optimum}

The result needs $D$ finite and nonzero. A chain with zero site energies and alternating hoppings $t_1,t_2,t_1,\dots$ shows both exceptions at $E=0$. For every even site the equation links its odd neighbours, so $\psi_3=-(t_1/t_2)\psi_1$. The equation of site 3 similarly gives $\psi_4=-(t_2/t_1)\psi_2$.

If $t_1<t_2$, the odd amplitudes decay and the even ones would grow, so $\psi_2=0$. Site 1 then requires $\phi=-t_1\psi_2=0$ although $\psi_1\ne0$. This is an isolated end state, with $D=0$. Equation (\ref{rho}) becomes $\rho_1=1/(\pi\gamma)$, which falls from the start.

If $t_1>t_2$, the odd amplitudes would grow, so $\psi_1=0$ at any coupling. Here $g=0$, and no contact of this kind puts density on the end site at $E=0$. Site 2 behaves differently. With $\psi_1=0$ there is no back-action, so $-t_1\psi_2=\phi_0$ and $\rho_2=\gamma/(\pi t_1^2)$, which grows without limit. Strong coupling leaves a chain starting at site 2 with the weaker hopping, and its end state lies at $E=0$. The alternating-energy chain avoids both cases, since (\ref{gstar}) is finite and positive throughout the gap.

\section{Comparison with a metal contact on silicon}

The gap of 1.1 eV, the spacing and the decay length lie in the rough range of silicon, and the chain's band-edge mass, $\hbar^2\Delta/(4t^2a^2)=0.37$ electron masses, lies between silicon's transverse and longitudinal electron masses of about 0.19 and 0.9. The chain has one mass for electrons and holes, while silicon's masses depend on direction and its gap is indirect. The bands are not: each is about 1 eV wide, far narrower than silicon's valence band of roughly 12 eV. Real metal contacts also join many orbitals, and some metals react with silicon to form a silicide. The origin of the gap differs too. Alternating site energies imitate an ionic material, whereas silicon's atoms are identical and its gap separates bonding from antibonding states. The closer one-dimensional analogue is the alternating-hopping chain cut at a strong bond, $t_1<t_2$, whose end state plays the part of a dangling bond. With $t_1=0.477$ eV and $t_2=1.027$ eV it has the same gap and band edges as our chain, yet $\gamma^*$ is only $0.13$ eV at $E=\pm0.10$ eV, and at midgap there is no optimum. The numbers therefore describe the alternating-energy model, and the value $\gamma^*\approx1$ eV should not be carried over to a silicon interface. The following estimates change one assumption at a time, at $E=0$.

\textit{Metal band.} Let the contact orbital end a uniform chain with hopping $W/2$, $W=5$ eV, centred at $1.5$ eV. With $x_m=E-1.5$ eV, removing one site gives $g_m=1/(x_m-W^2g_m/4)$, hence
\begin{equation}
g_m=\frac{2}{W^2}\left(x_m-i\sqrt{W^2-x_m^2}\right).
\end{equation}
The local density is $\rho_m=-\mathrm{Im}\,g_m/\pi=0.12$ eV$^{-1}$, and (\ref{opt}) gives $V^*=1.64$ eV, over twice $t$. Replacing $-i\gamma$ by $V^2g_m$ gives
\begin{equation}
\rho_1=\frac{V^2\rho_m}{D^2-2DV^2\,\mathrm{Re}\,g_m+V^4|g_m|^2}.
\end{equation}
Dividing by $V^2$ shows that the maximum is at $V^2=|D|/|g_m|$, or $V^*=1.60$ eV. The optimum hardly moves, but its height rises by 36\% to $0.211$ eV$^{-1}$, because here $D\,\mathrm{Re}\,g_m>0$ reduces the denominator. The sign depends on where the band lies: centred at $-1.5$ eV it gives the same $V^*$ and a height 27\% lower, and centred at zero it leaves the height unchanged.

\textit{Charging.} Take the Fermi level at midgap, zero temperature and a mean-field level shift $2U(n-n_0)$ with $U=1$ eV. Here $n$ is the end-site occupation per spin and $n_0=0.148$ its isolated value. Solving for $n$ self-consistently and maximising numerically gives $\gamma^*=1.13$ eV and a density of $0.117$ eV$^{-1}$, 24\% below the uncharged maximum. The level has risen by 0.31 eV, away from midgap. Only the end site is charged here; the same $U$ on the first eight sites gives $\gamma^*=1.15$ eV and $0.113$ eV$^{-1}$, 27\% below the uncharged maximum.

\textit{More contacts and lateral motion.} An independent metal channel on site 2, with a tenth of the width at site 1, moves $\gamma^*$ to $0.99$ eV and leaves the maximum near $0.156$ eV$^{-1}$. Electrons with momentum along the interface can see a larger gap. A gap of 3.4 eV with the same $t$ nearly doubles $\gamma^*$, to 1.95 eV. One coupling cannot then be optimal for all lateral momenta.

\textit{Temperature and field.} Thermal averaging at 300 K changes the maximum density by 0.1\%. A depletion field of 0.5 MV/cm is a high value: in silicon with 0.55 V of band bending it needs a doping near $1.5\times10^{18}$ cm$^{-3}$, and $10^{16}$ cm$^{-3}$ gives about 0.04 MV/cm. It shifts the potential energy by 16 meV over one decay length, small beside $|D|=1.03$ eV, and changes $\gamma^*$ and the maximum density by about 2\%, up or down according to its direction.

Among these estimates the larger gap changes both the optimal coupling and the peak density most: by (\ref{opt}) the peak falls by 47\%, to $1/(2\pi\times1.95\ \mathrm{eV})=0.082$ eV$^{-1}$. They are separate model changes and should not be added. For a contact described by (\ref{rho}), strengthening the bond lowers the density at a chosen gap energy only once $\gamma$ exceeds $|D|$ at that energy.

Numbers in the example were calculated in double precision.
